# Wigner's quantum correction to ionic hopping and its low-temperature breakdown: verification in Python

```python
"""Leading quantum correction to an ionic hopping rate, and where it fails.

Result under test (hbar = 1, beta = 1/kT):
  k/k_classical = 1 + beta^2/24 * (trace D_well - trace D_saddle) + ...
D: mass-weighted Hessian, whose eigenvalues are squared frequencies.
The tunnelling part for a parabolic barrier of imaginary frequency i*w is
  kappa = (u/2)/sin(u/2) = 1 + u^2/24 + ...,  u = beta*w,
which diverges at u = 2 pi, i.e. at kT_c = w/(2 pi).
A cosine lattice V = (V0/2)(1 - cos(2 pi x/a)) supplies a bounded barrier.
Energies are in eV, lengths in angstrom, masses in electron masses.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import brentq
from scipy.special import ellipe, ellipk, expit

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
KB = const.k / const.e
HBAR = const.hbar / const.e

V0, A_HOP = 0.5, 3.0
MASS_LIGHT, MASS_HEAVY = 2000.0, 32000.0


def hbar2_over_m(mass):
    return HARTREE * BOHR**2 / mass


def barrier_quantum(mass):
    """hbar*omega of the cosine lattice, at its top and at its bottom."""
    return 2 * np.pi / A_HOP * np.sqrt(V0 * hbar2_over_m(mass) / 2)


def kappa_parabola(u):
    return (u / 2) / np.sin(u / 2)


def wigner(u):
    return 1 + u**2 / 24


# --- parabolic barrier: transmission from the wave equation -------------
def parabola_transmission(eps, edge=15.0):
    """Integrate y'' = -(x^2 + 2 eps) y from an outgoing wave on the right."""
    k = np.sqrt(edge**2 + 2 * eps)
    slope = edge / k
    start = np.array([1, 1j * k - slope / (2 * k)], complex) / np.sqrt(k)
    sol = solve_ivp(lambda x, y: [y[1], -(x * x + 2 * eps) * y[0]],
                    (edge, -edge), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    y, dy = sol.y[:, -1]
    incoming = (dy - slope / (2 * k) * y + 1j * k * y) / (2j * k)
    return 1 / (k * abs(incoming)**2)


for eps in (-0.5, -0.2, 0.0, 0.3):
    assert abs(parabola_transmission(eps) - expit(2 * np.pi * eps)) < 2e-4


# --- thermal average of the parabolic transmission ----------------------
def kappa_by_quadrature(u):
    def flux(e):
        return u * expit(2 * np.pi * e) * np.exp(-u * e)
    below = quad(flux, -20, 0, epsabs=1e-12, limit=200)[0]
    above = quad(flux, 0, 60 / u, epsabs=1e-12, limit=200)[0]
    return below + above


for u in (0.5, 1.5, 3.0, 4.5):
    assert abs(kappa_by_quadrature(u) / kappa_parabola(u) - 1) < 1e-6


def edge_moment(power):
    return quad(lambda e: e**power * np.pi / 2 / np.cosh(np.pi * e)**2,
                -12, 12, points=[0], epsabs=1e-13)[0]


moment2, moment4 = edge_moment(2), edge_moment(4)
assert abs(moment2 - 1 / 12) < 1e-9
assert abs(moment4 - 7 / 240) < 1e-9
u_small = 0.6
remainder = kappa_by_quadrature(u_small) - wigner(u_small)
assert abs(remainder / (7 * u_small**4 / 5760) - 1) < 0.03


# --- truncation error of Wigner's formula -------------------------------
def truncation_error(u):
    return 1 - wigner(u) / kappa_parabola(u)


limits = {p: brentq(lambda u: truncation_error(u) - p / 100, 0.1, 6.0)
          for p in (1, 5, 10)}


# --- several modes: trace formula against level sums --------------------
def stable_ratio(freq, beta):
    """Quantum over classical partition function of one stable mode."""
    n = np.arange(4000)
    return np.exp(-beta * freq * (n + 0.5)).sum() * beta * freq


def harmonic_rate_ratio(d_well, d_saddle, beta):
    well = np.linalg.eigvalsh(d_well)
    saddle = np.linalg.eigvalsh(d_saddle)
    assert well[0] > 0 and saddle[0] < 0 < saddle[1]
    ratio = kappa_by_quadrature(beta * np.sqrt(-saddle[0]))
    for lam in saddle[1:]:
        ratio *= stable_ratio(np.sqrt(lam), beta)
    for lam in well:
        ratio /= stable_ratio(np.sqrt(lam), beta)
    return ratio


w_light, w_heavy = barrier_quantum(MASS_LIGHT), barrier_quantum(MASS_HEAVY)
TRANS_WELL, TRANS_SADDLE, COUPLING = 0.05, 0.12, 0.001
d_well = np.array([[w_light**2, COUPLING], [COUPLING, TRANS_WELL**2]])
d_saddle = np.array([[-w_light**2, COUPLING], [COUPLING, TRANS_SADDLE**2]])
trace_gap = np.trace(d_well) - np.trace(d_saddle)
hot = 1 / 0.5
slope_found = (harmonic_rate_ratio(d_well, d_saddle, hot) - 1) * 24 / hot**2
assert abs(slope_found / trace_gap - 1) < 0.03  # next order is about 1%
beta_two = 1 / 0.05
two_mode_full = harmonic_rate_ratio(d_well, d_saddle, beta_two)
two_mode_lead = 1 + beta_two**2 * trace_gap / 24
two_mode_tunnel = kappa_parabola(
    beta_two * np.sqrt(-np.linalg.eigvalsh(d_saddle)[0]))
assert two_mode_full < 1 < two_mode_tunnel and two_mode_lead < 1


# --- bounded cosine barrier: Numerov integration for all energies -------
ENERGY = 0.001 * np.arange(1, 1502)


def cosine_transmission(mass, steps=4000):
    h2m = hbar2_over_m(mass)
    h = A_HOP / steps
    x = A_HOP / 2 + h - h * np.arange(steps + 3)
    pot = V0 / 2 * (1 + np.cos(2 * np.pi * x / A_HOP))
    pot[[0, -1]] = 0.0  # flat leads outside the barrier
    k = np.sqrt(2 * ENERGY / h2m)

    def weight(v):
        return h * h * 2 * (ENERGY - v) / h2m / 12
    old, now = np.exp(1j * k * x[0]), np.exp(1j * k * x[1])
    t_old, t_now = weight(pot[0]), weight(pot[1])
    for v in pot[2:]:
        t_new = weight(v)
        new = (2 * (1 - 5 * t_now) * now - (1 + t_old) * old) / (1 + t_new)
        old, now, t_old, t_now = now, new, t_now, t_new
    incoming = (now - old * np.exp(1j * k * h)) / (-2j * np.sin(k * h))
    return 1 / abs(incoming)**2


def kappa_cosine(trans, beta):
    flux = trans * np.exp(-beta * (ENERGY - V0))
    tail = np.exp(-beta * (ENERGY[-1] - V0))  # full transmission above
    return beta * simpson(flux, x=ENERGY) + tail


p_light = cosine_transmission(MASS_LIGHT)
p_heavy = cosine_transmission(MASS_HEAVY)

# semiclassical transmission; its next order is of size hbar*omega/V0
for energy in (0.2, 0.3, 0.4, 0.5, 0.6):
    m = (V0 - energy) / V0
    two_theta = 8 * V0 / w_light * (ellipe(m) - (1 - m) * ellipk(m))
    found = p_light[np.argmin(abs(ENERGY - energy))]
    assert abs(np.log(found / expit(-two_theta))) < w_light / V0

# Wigner's coefficient for a real barrier, up to anharmonicity ~ kT/V0
coefficient = {}
for kt in (0.05, 0.025):
    u = w_heavy / kt
    coefficient[kt] = (kappa_cosine(p_heavy, 1 / kt) - 1) / (u**2 / 24)
    assert abs(coefficient[kt] - 1) < kt / V0


# --- complete hop: quantum and classical partition functions per site ---
def site_partition(mass, beta, waves=50, phases=8):
    h2m = hbar2_over_m(mass)
    n = np.arange(-waves, waves + 1)
    off = np.full(2 * waves, -V0 / 4)
    total = 0.0
    for phase in (np.arange(phases) + 0.5) / phases:
        kinetic = h2m / 2 * (2 * np.pi / A_HOP * (n + phase))**2
        ham = np.diag(kinetic + V0 / 2) + np.diag(off, 1) + np.diag(off, -1)
        total += np.exp(-beta * np.linalg.eigvalsh(ham)).sum() / phases
    boltz = quad(lambda x: np.exp(-beta * V0 / 2
                                  * (1 - np.cos(2 * np.pi * x / A_HOP))),
                 -A_HOP / 2, A_HOP / 2, points=[0])[0]
    return total, boltz / np.sqrt(2 * np.pi * beta * h2m)


hop = {}
for kt in (0.05, 0.025):
    beta, u = 1 / kt, w_light / kt
    q_quantum, q_classical = site_partition(MASS_LIGHT, beta)
    ratio = kappa_cosine(p_light, beta) * q_classical / q_quantum
    closed = np.sinh(u / 2) / np.sin(u / 2)
    rate_cl = kt / (2 * np.pi) * np.exp(-beta * V0) / q_classical
    hop[kt] = (ratio, closed, 1 + u**2 / 12, rate_cl, q_classical / q_quantum)
    assert abs(ratio / closed - 1) < kt / V0

# --- at and below the crossover temperature -----------------------------
ktc_light, ktc_heavy = w_light / (2 * np.pi), w_heavy / (2 * np.pi)
kappa_double = kappa_cosine(p_light, 1 / (2 * ktc_light))
assert abs(kappa_double / kappa_parabola(np.pi) - 1) < 0.05


def kappa_crossover(ktc):
    return np.sqrt(2 * np.pi * V0 / ktc) - 1.5


at_light = kappa_cosine(p_light, 1 / ktc_light)
at_heavy = kappa_cosine(p_heavy, 1 / ktc_heavy)
# neglected terms are of relative size kT_c/V0 times a number near one
assert abs(at_light / kappa_crossover(ktc_light) - 1) < 0.05
assert abs(at_heavy / kappa_crossover(ktc_heavy) - 1) < 0.03

KT_COLD = 0.009
flux_cold = np.log(p_light) - ENERGY / KT_COLD
e_found = ENERGY[np.argmax(flux_cold)]
m_star = brentq(lambda m: 2 / np.pi * ellipk(m) - ktc_light / KT_COLD,
                0.0, 0.99)
e_predicted = V0 * (1 - m_star)
assert abs(e_found - e_predicted) < 0.01  # the maximum is broad
kappa_cold = kappa_cosine(p_light, 1 / KT_COLD)
assert kappa_cold > 5 * wigner(w_light / KT_COLD)

# --- printed numbers ----------------------------------------------------
print(f"barrier V0 = {V0} eV, hop length a = {A_HOP} angstrom")
print(f"masses: light {MASS_LIGHT:.0f}, heavy {MASS_HEAVY:.0f} electron masses")
print(f"edge density moments: 2nd {moment2:.6f}, 4th {moment4:.6f}")
print("Wigner truncation error, parabolic barrier:")
for p, u in limits.items():
    print(f"  {p:2d} % low at u = {u:.3f}, T/T_c = {2*np.pi/u:.2f}")
print(f"  at T = 2 T_c: {100*truncation_error(np.pi):.1f} % low")
for name, w, ktc in (("light", w_light, ktc_light),
                     ("heavy", w_heavy, ktc_heavy)):
    print(f"{name}: hbar*omega = {w:.5f} eV, kT_c = {ktc:.5f} eV"
          f" = {ktc/KB:.1f} K")
print("tunnelling factor, cosine barrier (numerical), parabola, Wigner:")
for name, w, trans in (("light", w_light, p_light),
                       ("heavy", w_heavy, p_heavy)):
    for kt in (0.05, 0.025):
        u = w / kt
        print(f"  {name} kT = {kt} eV, u = {u:.3f}:"
              f" {kappa_cosine(trans, 1/kt):.4f},"
              f" {kappa_parabola(u):.4f}, {wigner(u):.4f}")
print(f"  light T = 2 T_c: {kappa_double:.4f},"
      f" {kappa_parabola(np.pi):.4f}, {wigner(np.pi):.4f}")
print("heavy ion, (kappa-1)/(u^2/24):")
for kt, c in coefficient.items():
    print(f"  kT = {kt} eV: {c:.4f}")
print("light ion, whole hop, quantum/classical rate:")
for kt, (ratio, closed, lead, rate, well) in hop.items():
    print(f"  kT = {kt} eV: numerical {ratio:.4f}, sinh/sin {closed:.4f},"
          f" 1+u^2/12 {lead:.4f}")
    print(f"    well part alone {well:.4f}")
    print(f"    hbar*k classical {rate:.4e} eV, quantum {rate*ratio:.4e} eV")
    print(f"    quantum rate {rate*ratio/HBAR:.4e} per second")
print("at T_c: numerical kappa, sqrt(2 pi V0/kT_c)-3/2, Wigner:")
print(f"  light {at_light:.2f}, {kappa_crossover(ktc_light):.2f},"
      f" {wigner(2*np.pi):.3f}")
print(f"  heavy {at_heavy:.2f}, {kappa_crossover(ktc_heavy):.2f},"
      f" {wigner(2*np.pi):.3f}")
print(f"below T_c, light, kT = {KT_COLD} eV, u = {w_light/KT_COLD:.3f}:")
print(f"  kappa {kappa_cold:.1f}, Wigner {wigner(w_light/KT_COLD):.3f}")
print(f"  dominant energy: numerical {e_found:.3f} eV,"
      f" predicted {e_predicted:.3f} eV")
print(f"two modes, kT = 0.05 eV, coupling {COUPLING} eV^2:")
print(f"  transverse quanta: well {TRANS_WELL} eV, saddle {TRANS_SADDLE} eV")
print(f"  trace difference {trace_gap:.6f} eV^2")
print(f"  rate ratio: full {two_mode_full:.4f}, leading {two_mode_lead:.4f}")
print(f"  tunnelling factor alone {two_mode_tunnel:.4f}")
print("every check passed")
```

Output:

```
barrier V0 = 0.5 eV, hop length a = 3.0 angstrom
masses: light 2000, heavy 32000 electron masses
edge density moments: 2nd 0.083333, 4th 0.029167
Wigner truncation error, parabolic barrier:
   1 % low at u = 1.713, T/T_c = 3.67
   5 % low at u = 2.600, T/T_c = 2.42
  10 % low at u = 3.128, T/T_c = 2.01
  at T = 2 T_c: 10.2 % low
light: hbar*omega = 0.06464 eV, kT_c = 0.01029 eV = 119.4 K
heavy: hbar*omega = 0.01616 eV, kT_c = 0.00257 eV = 29.8 K
tunnelling factor, cosine barrier (numerical), parabola, Wigner:
  light kT = 0.05 eV, u = 1.293: 1.0765, 1.0732, 1.0696
  light kT = 0.025 eV, u = 2.586: 1.3483, 1.3444, 1.2785
  heavy kT = 0.05 eV, u = 0.323: 1.0046, 1.0044, 1.0044
  heavy kT = 0.025 eV, u = 0.646: 1.0181, 1.0176, 1.0174
  light T = 2 T_c: 1.5711, 1.5708, 1.4112
heavy ion, (kappa-1)/(u^2/24):
  kT = 0.05 eV: 1.0528
  kT = 0.025 eV: 1.0370
light ion, whole hop, quantum/classical rate:
  kT = 0.05 eV: numerical 1.1441, sinh/sin 1.1495, 1+u^2/12 1.1393
    well part alone 1.0629
    hbar*k classical 4.5400e-07 eV, quantum 5.1944e-07 eV
    quantum rate 7.8917e+08 per second
  kT = 0.025 eV: numerical 1.7283, sinh/sin 1.7514, 1+u^2/12 1.5571
    well part alone 1.2818
    hbar*k classical 2.0926e-11 eV, quantum 3.6166e-11 eV
    quantum rate 5.4946e+04 per second
at T_c: numerical kappa, sqrt(2 pi V0/kT_c)-3/2, Wigner:
  light 16.39, 15.98, 2.645
  heavy 33.65, 33.45, 2.645
below T_c, light, kT = 0.009 eV, u = 7.182:
  kappa 147.6, Wigner 3.149
  dominant energy: numerical 0.283 eV, predicted 0.287 eV
two modes, kT = 0.05 eV, coupling 0.001 eV^2:
  transverse quanta: well 0.05 eV, saddle 0.12 eV
  trace difference -0.003544 eV^2
  rate ratio: full 0.9524, leading 0.9409
  tunnelling factor alone 1.0742
every check passed
```
